# Effective emissivity of a wafer facing a reflective chamber wall, part 1

(Sections cited here and not found follow in the second part.)

## First half: the light that leaves the wafer

**Q.** A polished wafer emits less than a black body. You say that a cool mirror placed in front of it makes it look much more like a black body. The mirror emits almost nothing and the wafer surface has not changed. Where does the extra light come from?

**A.** From the wafer itself. Light that it sent out earlier comes back from the mirror, and part of it is reflected by the wafer. A detector looking through a small hole in the mirror receives this reflected light together with the fresh emission.

To find the amount we need a definite setting. A flat wafer at uniform temperature $T$ lies parallel to a flat reflector, and both are much wider than the gap between them. Conditions are steady. The detector responds to a narrow band around the angular frequency $\omega$. The reflector returns a fraction $R$ of the light that reaches it. For the moment its own emission is neglected, the wafer is opaque, and the hole is too small to disturb the light.

**Q.** "Like a black body" needs a standard of comparison. What is it?

**A.** The Planck radiance. I use atomic units, $\hbar=m_e=e=1$, so that a photon has energy $\omega$; $k$ is Boltzmann's constant and $c$ the speed of light.

In a large volume $V$ the allowed wavevectors have density $V/(2\pi)^3$. A shell of radius $\omega/c$ and thickness $d\omega/c$ has volume $4\pi\omega^2d\omega/c^3$, and there are two polarizations. The number of modes per volume and frequency is therefore

$$\frac{2\cdot4\pi\omega^2}{(2\pi)^3c^3}=\frac{\omega^2}{\pi^2c^3}.$$

With $x=\omega/kT$, a mode holds $n$ photons with probability proportional to $e^{-nx}$. Since $\sum_n e^{-nx}=1/(1-e^{-x})$, the mean number is

$$\bar n=-\frac{d}{dx}\ln\frac{1}{1-e^{-x}}=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.$$

The energy density is the mode density times $\omega\bar n$. Isotropic radiation spreads it over a solid angle $4\pi$ and carries it at speed $c$, so the radiance is

$$B(\omega,T)=\frac{c}{4\pi}\,\frac{\omega^2}{\pi^2c^3}\,\frac{\omega}{e^{\omega/kT}-1}
=\frac{\omega^3}{4\pi^3c^2}\,\frac{1}{e^{\omega/kT}-1}.$$

Radiance means power per area perpendicular to the ray, per solid angle and per frequency. The emissivity $\varepsilon$ is the radiance emitted by the wafer divided by $B$ at the same temperature and frequency.

**Q.** You will now need the wafer's reflectance. Is it a second, independent property?

**A.** Not for an opaque wafer. Put the wafer in a closed enclosure whose walls are also at $T$. In equilibrium the radiance is $B$ in every direction, including the directions that lead away from the wafer. The departing light consists of emission $\varepsilon B$ and reflected light $\rho B$, where $\rho$ is the reflectance under this uniform illumination. Hence

$$\varepsilon B+\rho B=B,\qquad \rho=1-\varepsilon .$$

**Q.** That holds inside the enclosure. Your wafer faces a cold mirror.

**A.** The step out of the enclosure uses local thermal equilibrium: the emission is set by the wafer's own temperature and material, not by the light that falls on it. The reflectance is likewise a property of the material at that temperature. Both numbers then keep their values when the surroundings change. This would fail for a surface driven so strongly by light that its electrons no longer shared one temperature with the lattice.

**Q.** Reflectance under uniform illumination is an average over incoming directions. In your gap the light need not be uniform.

**A.** Two kinds of surface avoid the difficulty. If both surfaces are specular, a ray keeps its angle to the normal at each reflection. For an isotropic material the two linear polarizations, in and across the plane of incidence, do not mix either. The balance above then holds separately for each angle and polarization, with its own $\varepsilon$ and $R$.

If both surfaces are diffuse, with properties independent of direction, each sends out equal radiance in all directions. Between wide plates every ray from one plate meets the other, so the illumination is uniform over the hemisphere. One pair of numbers $\varepsilon$ and $R$ then suffices. A surface between these extremes needs a calculation that couples the directions.

**Q.** Very well. Add up the light.

**A.** The fresh emission is $\varepsilon B$. The reflector returns a fraction $R$ of it, and the wafer reflects a fraction $1-\varepsilon$ of what returns. One round trip thus multiplies the light by

$$q=R(1-\varepsilon).$$

Light that has made $n$ round trips contributes $\varepsilon Bq^n$ to the departing radiance $J$:

$$J=\varepsilon B\,(1+q+q^2+\cdots).$$

Let $S_N=1+q+\cdots+q^N$. Subtracting $qS_N$ from $S_N$ cancels all terms but the first and the last, so $(1-q)S_N=1-q^{N+1}$. For $\varepsilon>0$ and $R\le1$ we have $0\le q<1$, and $q^{N+1}$ tends to zero. Therefore

$$J=\varepsilon_{\rm eff}B,\qquad
\varepsilon_{\rm eff}=\frac{\varepsilon}{1-R(1-\varepsilon)}.$$

**Q.** You have counted light from different times as though it were all present together. Is that legitimate?

**A.** Yes, in a steady state, because each earlier moment supplied the same emission. The result also follows without any history. At any instant the departing light is fresh emission plus reflected returning light, and the returning light is $RJ$:

$$J=\varepsilon B+(1-\varepsilon)RJ .$$

Moving the last term to the left gives $J[1-R(1-\varepsilon)]=\varepsilon B$, the same answer.

The counting was also tested by a random walk in which two million emitted photons were reflected or absorbed by chance at each surface. For the pairs $(\varepsilon,R)=(0.66,0.95)$, $(0.4,0.5)$ and $(0.1,0.99)$, the mean number of departures per emitted photon, multiplied by $\varepsilon$, agreed with $\varepsilon_{\rm eff}$ within five standard errors.

**Q.** What happens when the mirror becomes perfect?

**A.** The distance from a black body shows it best. Write $u=1-R$ for the reflector's loss. The denominator becomes

$$1-(1-u)(1-\varepsilon)=\varepsilon+u(1-\varepsilon),$$

and subtracting the effective emissivity from one gives

$$1-\varepsilon_{\rm eff}
=\frac{\varepsilon+u(1-\varepsilon)-\varepsilon}{\varepsilon+u(1-\varepsilon)}
=\frac{u(1-\varepsilon)}{\varepsilon+u(1-\varepsilon)} .$$

At fixed $\varepsilon>0$ the numerator vanishes as $u\to0$ while the denominator tends to $\varepsilon$. Thus $\varepsilon_{\rm eff}\to1$. Without a reflector, $u=1$ and $\varepsilon_{\rm eff}=\varepsilon$, as it must be.

**Q.** So a reflectance close to one makes any wafer look black?

**A.** No. "Close to one" has to be judged against the emissivity. The deficit is small when $u(1-\varepsilon)\ll\varepsilon$: of the light that reaches the wafer, the part that is reflected and then lost at the mirror must be much smaller than the part that the wafer absorbs. Suppose that the wafer becomes a poorer emitter as the mirror improves, with $\varepsilon=u$. The denominator is then $\varepsilon+\varepsilon(1-\varepsilon)=\varepsilon(2-\varepsilon)$, and

$$\varepsilon_{\rm eff}=\frac{1}{2-\varepsilon}.$$

For $\varepsilon=u=0.05$ this is 0.513, and for $\varepsilon=u=0.001$ it is 0.500. Along this path the limit is one half. A wafer with $\varepsilon=0$ emits nothing, and no mirror can make it glow.

**Q.** If the wafer looks black, it should also lose heat like a black body. A mirror that increases the heat loss would be absurd.

**A.** It would be, and it does not happen. The detector measures the light that leaves the wafer. The heat loss is the difference between the light that leaves and the light that returns:

$$J-RJ=(1-R)\,\varepsilon_{\rm eff}B\equiv\varepsilon_{\rm net}B .$$

In terms of $u$,

$$\varepsilon_{\rm net}=\frac{u\varepsilon}{\varepsilon+u-u\varepsilon},\qquad
\frac1{\varepsilon_{\rm net}}=\frac1u+\frac1\varepsilon-1 .$$

The second form follows by inverting the first and dividing each term by $u\varepsilon$. As $u\to0$ the net loss tends to zero while the departing radiance tends to $B$. A good mirror therefore makes the wafer look black and at the same time reduces its radiative loss on that side.

These statements concern one frequency. The total heat loss needs an integral over frequency with the appropriate $\varepsilon$ and $R$, and the other face of the wafer and the gas must be counted as well.

**Q.** A reflector that absorbs must also emit. You left that out.

**A.** Let the opaque reflector have temperature $T_c$. By the enclosure argument its emissivity is $1-R=u$. The light it sends to the wafer is then $RJ+uB_c$, with $B_c=B(\omega,T_c)$, and

$$J=\varepsilon B+(1-\varepsilon)(RJ+uB_c).$$

Collecting the terms in $J$ and dividing by $1-R(1-\varepsilon)=\varepsilon+u(1-\varepsilon)$ gives

$$J=\varepsilon_{\rm eff}B+\frac{u(1-\varepsilon)}{\varepsilon+u(1-\varepsilon)}B_c
=\varepsilon_{\rm eff}B+(1-\varepsilon_{\rm eff})B_c .$$

The deficit found above is thus the weight of the reflector's own radiation. If $T_c=T$, then $J=B$ whenever at least one of the two surfaces absorbs, as required in a closed isothermal cavity. With a cold reflector this share is missing, and a better mirror makes the missing share smaller.

**Q.** Light is a wave. Successive reflections should be added as fields, not as intensities.

**A.** For a single frequency and direction they should. Let $g=\sqrt q$. The amplitude reflection coefficients have magnitudes $\sqrt R$ and $\sqrt{1-\varepsilon}$, so a round trip multiplies the field by $ge^{i\phi}$, where $\phi$ is the phase gained. The fields form a geometric series with sum $1/(1-ge^{i\phi})$, and the departing radiance in units of $B$ is

$$\frac{J}{B}=\frac{\varepsilon}{|1-ge^{i\phi}|^2}
=\varepsilon\sum_{m,n\ge0}g^{m+n}e^{i(m-n)\phi}.$$

Group the terms by the difference $l=|m-n|$. For each $l$ the powers of $g$ sum to $g^l(1+g^2+g^4+\cdots)=g^l/(1-g^2)$. Each $l>0$ occurs with both signs, which produces $2\cos l\phi$. Hence

$$\frac JB=\frac{\varepsilon}{1-q}\left[1+2\sum_{l=1}^{\infty}g^l\cos l\phi\right].$$

Averaged over a whole fringe, $0\le\phi<2\pi$, every cosine vanishes and the intensity result remains.

**Q.** A detector band does not cover a whole number of fringes.

**A.** Then a small remainder is left, and it can be bounded. Let the phase run through a range $\Phi$ across the band, with equal weight and with constant $\varepsilon$ and $R$. The integral of $\cos l\phi$ is a difference of two sines divided by $l$, so its magnitude is at most $2/l$. The deviation relative to $\varepsilon_{\rm eff}$ is at most

$$\frac{2}{\Phi}\sum_{l=1}^{\infty}\frac{2g^l}{l}=-\frac{4\ln(1-g)}{\Phi},$$

because $-\ln(1-g)=g+g^2/2+g^3/3+\cdots$. Adding intensities is justified when the band contains many fringes. For light in a single direction it is not justified if the gap is very thin or the band very narrow.

**Q.** And if the wafer is not opaque?

**A.** Let it transmit a fraction $t$, with both faces alike. In the isothermal enclosure the departing light has three parts, emitted, reflected and transmitted, so that $\varepsilon+\rho+t=1$. Suppose that no light enters from behind. In the gap the balance is now $J=\varepsilon B+(1-\varepsilon-t)RJ$, which gives

$$\varepsilon_{\rm eff}=\frac{\varepsilon}{1-R(1-\varepsilon-t)}
\;\longrightarrow\;\frac{\varepsilon}{\varepsilon+t}\qquad(R\to1).$$

With $\varepsilon=0.5$ and $t=0.2$, a perfect mirror gives 0.714 and a mirror with $R=0.95$ gives 0.699. The wafer now has a second exit for the light, which the mirror cannot close. The limit of one therefore belongs to an opaque wafer.

## Second half: what the pyrometer reads

**Q.** Before you turn to temperatures, remind me what the symbols mean and what has been shown.

**A.** The wafer has temperature $T$ and emissivity $\varepsilon$, the reflector has reflectance $R$, and $B(\omega,T)$ is the black-body radiance at the detector frequency $\omega$. One round trip multiplies the light by $q=R(1-\varepsilon)$. For an opaque wafer between wide plates, with a cold reflector and interference averaged out, the radiance leaving the wafer is

$$J=\varepsilon_{\rm eff}B,\qquad \varepsilon_{\rm eff}=\frac{\varepsilon}{1-q}.$$

The net radiative loss towards the reflector is $(1-R)\varepsilon_{\rm eff}B$. A reflector with black-body radiance $B_c$ at its own temperature adds $(1-\varepsilon_{\rm eff})B_c$ to $J$. The algebra is in atomic units, and $k$ is Boltzmann's constant.

**Q.** A pyrometer displays a temperature, not an emissivity. What does it read?

**A.** Let it be calibrated on a black body and used without correction. It displays the temperature $T_a$ at which a black body would give the same signal, so $B(\omega,T_a)=\varepsilon_{\rm eff}B(\omega,T)$. The factor $\omega^3/4\pi^3c^2$ cancels, and taking reciprocals gives

$$e^{\omega/kT_a}-1=\frac{e^{\omega/kT}-1}{\varepsilon_{\rm eff}},\qquad
T_a=\frac{\omega}{k\ln\!\left[1+(e^{\omega/kT}-1)/\varepsilon_{\rm eff}\right]} .$$

If $\omega\gg kT$, the ones beside the exponentials can be dropped. Taking logarithms leaves

$$\frac1T-\frac1{T_a}\approx\frac{k}{\omega}\ln\varepsilon_{\rm eff}.$$

Multiplying by $TT_a$ turns the left side into $T_a-T$. For a small deficit, $T_a\approx T$ on the right and $\ln\varepsilon_{\rm eff}\approx-(1-\varepsilon_{\rm eff})$, so to leading order

$$T_a-T\approx-\frac{kT^2}{\omega}\,(1-\varepsilon_{\rm eff}).$$

The sign is negative because the wafer sends out less light than a black body.

**Q.** Show me a case with numbers.

**A.** Take a silicon wafer of radius 150 mm at 1300 K, a reflector 10 mm away with $R=0.95$, and a pyrometer at 950 nm. The photon energy is 1.305 eV, which is $11.65\,kT$, so the approximation $\omega\gg kT$ is good. The factor $kT^2/\omega$ is $1300\ \mathrm K/11.65\approx112$ K.

**Q.** Where does the emissivity come from?

**A.** From the refractive index $n$ of hot silicon, for which I take the rough value 3.8. At normal incidence let the incoming electric field be 1, the reflected field $r$ and the transmitted field $s$. Continuity of the electric field gives $1+r=s$. Continuity of the magnetic field gives $1-r=ns$, since the reflected wave travels backwards and the magnetic field in the material is $n$ times the electric one. Eliminating $s$ gives $1-r=n(1+r)$, or $r=(1-n)/(1+n)$. Thus

$$\varepsilon=1-r^2=1-\left(\frac{2.8}{4.8}\right)^2=0.660 .$$

We now have formulas for the effective emissivity and the pyrometer's reading error, and a bare-silicon emissivity of 0.660 for the example. It remains to check that such a wafer is opaque, to work out the reading error, and to see how surface films, the wafer's edge, the detector hole, interference and stray light affect it.
